Interior strains of a matched elliptical via under thermal mismatch

**Q:** You say that a long elliptical via in silicon strains in inverse proportion to its semi-axes when the temperature changes. Strain relative to what? Silicon itself shrinks on cooling.

**A:** The claim needs a reference, and I take the freely contracted silicon. Let the via fill x²/a² + y²/b² ≤ 1 and run along z, and let the temperature change by ΔT. Silicon alone would strain by α_Si ΔT in every direction without stress. I subtract that uniform strain and call the remaining displacement u and the remaining total strain ε_ij. The via then wants to strain by the mismatch

e = (α_via − α_Si) ΔT

in all three directions. The via is long and the silicon around it is much larger, so the silicon dictates the axial length. In this reference ε_zz = 0, which is plane strain.

I assume perfect bonding, unbounded silicon, no other load, and the same isotropic linear elastic constants in both materials: Lamé constants λ and μ, Poisson ratio ν. Expansion and tension are positive.

**Q:** Then write the stress before you write any solution.

**A:** Stress comes from the elastic strain, which in the via is ε_ij − eδ_ij, with trace ε_kk − 3e. Let χ be 1 in the via and 0 outside. Hooke's law gives

σ_ij = λδ_ij ε_kk + 2με_ij − (3λ + 2μ)eχδ_ij.

I look for a displacement that is a gradient, u = ∇φ, with φ depending on x and y. Then ε_ij = φ_,ij, where a comma denotes differentiation, and ε_kk = ∇²φ. Within either material the force balance becomes

∂_j σ_ij = (λ + 2μ) ∂_i ∇²φ = 0,

so ∇²φ must be constant in each. I take

∇²φ = m in the via, ∇²φ = 0 outside.

**Q:** What fixes m? You cannot simply choose how much the via shrinks.

**A:** The forces across the interface fix it. Suppose m satisfies

(λ + 2μ)m = (3λ + 2μ)e.

Then in the via the terms proportional to δ_ij combine as

λm − (3λ + 2μ)e = λm − (λ + 2μ)m = −2μm,

and the in-plane stress takes one form in both materials:

σ_ij = 2μ(φ_,ij − δ_ij ∇²φ).

Let n = (n_x, n_y) be the outward normal and t = (−n_y, n_x) the tangent. The x component of the traction is

σ_xj n_j = 2μ(φ_,xx n_x + φ_,xy n_y − φ_,xx n_x − φ_,yy n_x)
= 2μ(φ_,xy n_y − φ_,yy n_x)
= −2μ ∂_t φ_,y, where ∂_t = −n_y ∂_x + n_x ∂_y is the derivative along t.

The y component is

σ_yj n_j = 2μ(φ_,xy n_x + φ_,yy n_y − φ_,xx n_y − φ_,yy n_y)
= 2μ(φ_,xy n_x − φ_,xx n_y),

which is 2μ times the tangential derivative of φ_,x. If ∇φ is continuous along the interface, so are its tangential derivatives. Continuity of displacement therefore brings continuity of traction with it.

To express m through ν, use λ = 2μν/(1 − 2ν):

λ + 2μ = 2μ(1 − ν)/(1 − 2ν)
3λ + 2μ = 2μ(1 + ν)/(1 − 2ν)
m = e(1 + ν)/(1 − ν).

For comparison, a via free of the silicon would have the in-plane strain sum 2e.

**Q:** So far the ellipse has played no part. Why should the strain inside it be uniform?

**A:** I try a uniform strain and see whether an outside field can meet it. Inside, let

φ = (Ax² + By²)/2, A + B = m,

so that ε_xx = A, ε_yy = B and ε_xy = 0. Put z = x + iy, which from here on is the complex coordinate in the plane, and define

g = φ_,x − iφ_,y = Ax − iBy.

With x = (z + z̄)/2 and y = (z − z̄)/(2i), this is

g = (A − B)z/2 + m z̄/2.

Outside, ∇²φ = 0. That condition and φ_,xy = φ_,yx are the Cauchy–Riemann equations for g, so g is an analytic function of z there. It must also decay far away.

Take a ≥ b, which is a matter of naming the axes. Set R = (a + b)/2 and κ = (a − b)/(a + b), so that R(1 + κ) = a and R(1 − κ) = b. With w = exp(iθ), the points of the ellipse are

z = a cos θ + ib sin θ = R(w + κ/w), z̄ = R(1/w + κw).

Insert these into the inner g:

g = (R/2){[(A − B) + κm]w + [(A − B)κ + m]/w}.

The map z = R(w + κ/w) also carries |w| > 1 to the region outside the ellipse. A circle |w| = ρ becomes an ellipse with semi-axes R(ρ + κ/ρ) and R(ρ − κ/ρ), and both grow steadily with ρ for ρ ≥ 1, so the whole exterior is covered once. A term in 1/w is analytic there and decays. A term in w grows like z and is not allowed. Its coefficient must vanish:

A − B = −κm.

**Q:** Then the inner strains follow from two linear equations?

**A:** Yes. With A + B = m,

ε_xx = A = m(1 − κ)/2 = m b/(a + b)
ε_yy = B = m(1 + κ)/2 = m a/(a + b).

Their ratio is

ε_xx/ε_yy = b/a, or aε_xx = bε_yy.

The remaining coefficient gives the outer field. Since 1 − κ² = 4ab/(a + b)²,

g = (Rm/2)(1 − κ²)/w = m ab/[(a + b)w].

Solving the map for the root with |w| > 1 gives

w = [z + √(z² − a² + b²)]/(a + b),

where the square root behaves as z far away.

**Q:** You found a solution of the form you assumed. Perhaps another one exists without uniform strain.

**A:** Let two solutions have displacements that fall at least as 1/r and stresses that fall at least as 1/r². Their difference d has no thermal source, because e cancels. Call its strain η_ij and its stress s_ij. Force balance and the divergence theorem give, for a large circle of radius r,

∫ s_ij η_ij dA = ∮ s_ij n_j d_i ds.

The interface adds nothing, since traction and displacement are continuous there. The right side is at most of order r · r⁻² · r⁻¹ = r⁻², which tends to zero. The integrand on the left is twice the elastic energy density, which is positive for any nonzero strain when μ > 0 and −1 < ν < 1/2. Hence η_ij = 0, and the two solutions have the same strain. The field found above belongs to this class: far away w ≈ z/R, so g ≈ m ab/(2z).

**Q:** Is there a picture behind the inverse proportion, or is it an accident of algebra?

**A:** On the interface 1/w = exp(−iθ), and g = u_x − iu_y. Therefore

u_x = U cos θ, u_y = U sin θ, U = m ab/(a + b).

Every interface point moves by the same distance |U|. In particular the two tips move equally. The same tip displacement is spread over the length a along x and over the shorter length b along y, and this produces the larger strain along the short axis.

For a circle, a = b, both strains are m/2. For a slender section, b/a → 0, the long-axis strain tends to zero and the short-axis strain tends to m. The section then acts as a thin layer held along its length and free to contract across its thickness.

**Q:** Does the stress follow the same rule?

**A:** It follows the opposite one. From σ_ij = 2μ(φ_,ij − mδ_ij) inside,

σ_xx = 2μ(A − m) = −2μm a/(a + b)
σ_yy = 2μ(B − m) = −2μm b/(a + b)
σ_zz = λm − (3λ + 2μ)e = −2μm.

Thus σ_xx/σ_yy = a/b. The direction that contracts less is the one that is held back more.

Outside, ∇²φ = 0 makes σ_xx + σ_yy = 0. At a tip the normal stress is continuous, so the hoop stress in the silicon there is minus the normal stress in the via.

**Q:** Put numbers in.

**A:** Take a = 4 µm, b = 2 µm, a matched Young modulus of 130 GPa and ν = 0.28, which give μ = 50.78 GPa. The expansion coefficients are 17 ppm/K for the via and 3 ppm/K for silicon, and the assembly cools by 100 K from a stress-free state. Then

e = (17 − 3) × (−100) = −1400 microstrain
m = 1.7778 × (−1400) = −2489 microstrain
ε_xx = −2489 × 2/6 = −830 microstrain
ε_yy = −2489 × 4/6 = −1659 microstrain.

The tip displacements are 4 µm × (−829.6 × 10⁻⁶) and 2 µm × (−1659.3 × 10⁻⁶), both −3.32 nm. The axial stress is −2μm = 253 MPa, and the in-plane stresses are σ_xx = 253 × 4/6 = 169 MPa and σ_yy = 253 × 2/6 = 84 MPa. The silicon carries hoop stresses of −169 MPa at the long-axis tip and −84 MPa at the short-axis tip.

**Q:** Suppose I measure strain from the original hot state instead. Do I still find 2?

**A:** No. You must add silicon's own −300 microstrain to both components:

x: −829.6 − 300 = −1129.6 microstrain
y: −1659.3 − 300 = −1959.3 microstrain.

The ratio is 1.73. In general an equal nonzero addition to both strains preserves their ratio only if they were equal, that is, for a circle. A remote load that strains the silicon uniformly is also added to the mismatch strain, and in general it changes the ratio too.

The elastic strain fails for the same reason, since it is ε_ij − eδ_ij:

x: −829.6 + 1400 = 570 microstrain
y: −1659.3 + 1400 = −259 microstrain.

**Q:** The second is negative, yet you gave a tensile σ_yy. Is a sign wrong?

**A:** The signs agree. The elastic strain along y includes the lateral contraction caused by the other two stresses:

[σ_yy − ν(σ_xx + σ_zz)]/E = [84.3 − 0.28 × (168.5 + 252.8)]/130000.

The bracket is −33.7 MPa, which gives −259 microstrain. Tension along x and z outweighs the weaker tension along y.

**Q:** I would trust this more if it came out without the potential φ.

**A:** A uniform mismatch is equivalent to a layer of outward normal force, (3λ + 2μ)e per unit area, on the interface of a homogeneous body. The displacement can be found by summing the known plane-strain response to a point force over that layer. This was done for (a, b, ν) = (4, 2, 0.28), (3, 3, 0.2), (1.5, 4, 0.4) and (5, 1.5, 0.1), with lengths in µm, at four interior points each. The strains differed from the formulas by at most 4 × 10⁻¹³ of m. This tests the uniformity, the ratio and the factor m together.

**Q:** Copper and silicon are not elastically matched. How far does that move the answer?

**A:** The parameters are rough values in the regime of a copper via in silicon. The 2:1 section is chosen to make the difference between the two strains plain. To size the mismatch, give the via a Young modulus of 120 GPa and a Poisson ratio of 0.34, rough values for copper, and keep the shape and e fixed. The interior strain is still taken as uniform, and the stiffness difference enters as an additional uniform source in the via.

With isotropic silicon as before, the strains become −887 and −1876 microstrain, with ratio 2.11. With cubic silicon, using rough constants c₁₁ = 166, c₁₂ = 64 and c₄₄ = 80 GPa, they become −779 and −1837 microstrain, with ratio 2.36. That is 18% above the matched value of 2. The inverse proportion is no longer an identity, and the error grows with elongation. With these constants and cubic silicon the ratio exceeds a/b by about 10% at 1.5:1, 18% at 2:1, 35% at 4:1 and 51% at 10:1. The rule is a fair first estimate for mildly elongated sections only.

**Q:** Does it matter whether the long axis lies along [100] or [110]?

**A:** For these numbers the two orientations give the same strains to every printed digit. I had not expected this, since the silicon stiffness along x differs between them. My conjecture is that the fourfold symmetry of the silicon about z makes its response at the interface independent of this rotation when the via is isotropic. I have not derived that here, and it should not be carried over to an anisotropic via.

**Q:** And yielding? Copper is soft.

**A:** The von Mises stress in the matched via is 146 MPa, or 0.73 of a rough yield stress of 200 MPa. Stress is proportional to cooling in this model, so yield is reached at 100 K × 200/145.9 = 137 K. Cooling from a process anneal can span a few hundred kelvin. The elastic result then stops applying to the whole excursion, and I have not computed the plastic strains. It suits a moderate temperature swing from a relaxed state.

**Q:** Real vias also end, have neighbours and sit in an oxide liner.

**A:** For the ends, consider a via 50 µm long buried in silicon on all sides. The relation ∇²φ = mχ also holds in three dimensions, with solution φ = −(m/4π)∫dV′/r over the via. Differentiating twice along the axis leaves integrals over the two end faces, and at the centre

ε_zz = mΩ/(4π),

where Ω is the solid angle that both ends subtend. This gives −16 microstrain, 1.9% of ε_xx, so plane strain is a fair description at mid-depth of a buried via. Free faces matter more. If the via runs through a wafer 50 µm thick, the axial strain at mid-depth is roughly −70 microstrain, or 8% of ε_xx, and plane strain fails near the faces themselves.

For a neighbour centred 40 µm away along x, the far field g ≈ m ab/(2z) has derivative −m ab/(2z²), so

ε_xx ≈ 2489 × 8/(2 × 40²) ≈ 6 microstrain,

which is 0.75% of the via's own ε_xx in size. This spacing is wide, and the effect grows roughly as its inverse square: at the via centre it is about 5% of ε_xx for a neighbour 16 µm away along x and about 16% for one 8 µm away along y.

For the liner I have only an order of magnitude. Take 200 nm of oxide with modulus 70 GPa, Poisson ratio 0.17 and expansion 0.5 ppm/K. Treat it as a thin layer held sideways and carrying σ_xx at the long-axis tip. Its extra stretch, compared with silicon of the same thickness, is about 7% of the tip displacement and lets the via surface move further inward. This is somewhat too high, because the stress drops as the surface moves and the liner also strains sideways; with both included the shift is about 5%. The short-axis tip shifts by less than 1%, so the liner lowers the strain ratio, to about 1.9 in the matched case.

The liner's own thermal mismatch would thicken a flat layer by about 2% of the tip displacement, but the liner is a closed ring. Its mismatch around the ring pushes the interface outward and nearly cancels the thickening. For a round via with matched stiffness the cancellation is exact: a ring is a large disc minus a small one, and both discs give the same interior strain.

Among the elastic effects sized here, unequal stiffness together with silicon's anisotropy changes the ratio by 18% for the 2:1 section, and by more for slender ones, while the corrections for the buried ends of a 50 µm via and for one neighbour 40 µm away are near or below 2% of ε_xx; closer neighbours matter much more. Free wafer faces (8% of ε_xx, in the axial strain) and the liner (5% of the long-axis tip displacement) give percentages between these, but they measure different quantities and do not rank the effects on the ratio. The remaining values are in the numerical output.

Calculated quantities

```
Semi-axes a, b: 4.0, 2.0 um
Matched Young modulus: 130 GPa; Poisson ratio: 0.28
Matched shear modulus: 50.78 GPa
Expansion via, Si: 17.0, 3.0 ppm/K
Temperature change: -100 K
Mismatch strain e: -1400 microstrain
Factor (1+nu)/(1-nu): 1.7778
In-plane strain sum m: -2488.9 microstrain
Strain xx (long axis): -829.6 microstrain
Strain yy (short axis): -1659.3 microstrain
Ratio yy/xx: 2.0000; a/b: 2.0000
Tip displacement x, y: -3.319, -3.319 nm
Elastic strain xx, yy: 570.4, -259.3 microstrain
Free Si strain: -300 microstrain
Strain with Si part xx, yy: -1129.6, -1959.3 microstrain
Ratio yy/xx with Si part: 1.734
Via stress xx, yy, zz: 168.5, 84.3, 252.8 MPa
Si hoop stress, long-axis tip: -168.5 MPa
Si hoop stress, short-axis tip: -84.3 MPa
Via von Mises stress: 145.9 MPa
Rough copper yield stress: 200 MPa
Von Mises / yield: 0.73
Cooling that reaches yield: 137 K
Unequal case, Cu modulus: 120 GPa; Poisson: 0.34
Cubic Si c11, c12, c44: 166, 64, 80 GPa
Cu via, isotropic matrix: xx -887.2, yy -1876.1 microstrain, ratio 2.115
Cu via, cubic Si, x || [100]: xx -778.6, yy -1836.9 microstrain, ratio 2.359
Cu via, cubic Si, x || [110]: xx -778.6, yy -1836.9 microstrain, ratio 2.359
Via length: 50 um; pitch: 40 um
Buried finite via, centre axial strain: -15.7 microstrain
  relative to strain xx: 1.90 %
One neighbour, strain xx: 6.26 microstrain
  size relative to strain xx: 0.75 %
Oxide liner: 200 nm, 70 GPa, Poisson 0.17, 0.5 ppm/K
Liner compliance / tip displacement: 7.4 %
Liner expansion / tip displacement: 2.1 %
Test, force layer, interior strain error / m: 3.6e-13
Test, force layer, a*xx/(b*yy) - 1: 1.0e-12
Test, exterior displacement error / (m*min(a,b)): 1.4e-15
Test, direction average, strain error / m: 2.1e-15
Test, traction jump / axial stress: 1.1e-08
```
